\section*{Exact transmission through an inverted parabolic barrier and Kemble's formula, part 1}

(Sections cited here and not found follow in the second part.)

\section{The exact solution and its transmitted flux}

An electron of mass $0.20\,m_0$ meets a barrier whose top lies at 2.8 eV and falls away on both sides as a parabola of curvature 0.416 eV/nm$^2$. When its energy equals the height of the top, direct integration of the wave equation gives a transmission of 0.500. The simple WKB exponential gives 1. At 0.1 eV below the top the two values are 0.171 and 0.206. At 0.1 eV above it the electron is still reflected with probability 0.171, although a classical particle would pass every time. These numbers follow from a closed formula, and the parabola is simple enough for that formula to be derived without approximation.

Let the particle move along $x$ with constant mass $m$ and energy $E$ in the potential energy
\begin{equation}
V(x)=V_0-\tfrac12 kx^2,\qquad k>0,\qquad -\infty<x<\infty .
\end{equation}
The state is stationary, with time factor $e^{-iEt/\hbar}$, and there is no inelastic scattering. The wave function obeys
\begin{equation}
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dx^2}+\left(V_0-\tfrac12kx^2\right)\psi=E\psi .
\label{eq:schr}
\end{equation}
Define a frequency, a length and a scaled energy by
\begin{equation}
\omega=\sqrt{\frac{k}{m}},\qquad \ell=\sqrt{\frac{\hbar}{m\omega}},\qquad
\varepsilon=\frac{E-V_0}{\hbar\omega}.
\end{equation}
Nothing oscillates at the frequency $\omega$. It is the rate at which a classical particle leaves the neighbourhood of the top, since Newton's equation there is $\ddot x=\omega^2x$, with solutions $e^{\pm\omega t}$.

Put $x=\ell\xi$ and $\psi(x)=\varphi(\xi)$. The two coefficients in (\ref{eq:schr}) become
\begin{equation}
\frac{\hbar^2}{m\ell^2}=\hbar\omega,\qquad
k\ell^2=m\omega^2\,\frac{\hbar}{m\omega}=\hbar\omega .
\end{equation}
Equation (\ref{eq:schr}) is then $-\frac12\hbar\omega\,\varphi''-\frac12\hbar\omega\,\xi^2\varphi=(E-V_0)\varphi$, where primes denote derivatives with respect to $\xi$. Division by $-\frac12\hbar\omega$ gives
\begin{equation}
\varphi''+(\xi^2+2\varepsilon)\varphi=0 .
\label{eq:weber}
\end{equation}
The mass, the curvature and the energy enter through the single number $\varepsilon$, which is negative below the top and positive above it.

To speak of transmission one must know what the waves look like far from the barrier. The potential does not level off there, so they are not plane waves. Try
\begin{equation}
\varphi_s=|\xi|^{p}e^{is\xi^2/2},\qquad s=\pm1 .
\end{equation}
Its logarithmic derivative is $is\xi+p/\xi$. The second derivative is the square of this quantity plus its own derivative, multiplied by $\varphi_s$:
\begin{equation}
\varphi_s''=\left[-\xi^2+2isp+\frac{p^2}{\xi^2}+is-\frac{p}{\xi^2}\right]\varphi_s .
\end{equation}
Inserted in (\ref{eq:weber}), this leaves
\begin{equation}
\varphi_s''+(\xi^2+2\varepsilon)\varphi_s
=\left[is(2p+1)+2\varepsilon+\frac{p(p-1)}{\xi^2}\right]\varphi_s .
\end{equation}
The constant terms cancel if $2p+1=-2\varepsilon/(is)=2is\varepsilon$, where $1/s=s$ was used. Hence $p=-\frac12+is\varepsilon$, and the remainder falls as $1/\xi^2$. The far waves are
\begin{equation}
\varphi_s=|\xi|^{-1/2+is\varepsilon}\,e^{is\xi^2/2}.
\label{eq:far}
\end{equation}
The factor $|\xi|^{-1/2}$ reflects the growing speed of the particle: where it moves faster it is less likely to be found. The factor $|\xi|^{is\varepsilon}=e^{is\varepsilon\ln|\xi|}$ has modulus one and adds a slowly varying phase.

The probability current is proportional to
\begin{equation}
J=\mathrm{Im}(\varphi^*\varphi') .
\end{equation}
It does not depend on $\xi$, because $(\varphi^*\varphi')'=|\varphi'|^2+\varphi^*\varphi''=|\varphi'|^2-(\xi^2+2\varepsilon)|\varphi|^2$ is real. For a wave $A\varphi_s$ one has $|\varphi|^2=|A|^2/|\xi|$, and the imaginary part of the logarithmic derivative is $s\xi+s\varepsilon/\xi$. Therefore
\begin{equation}
J=|A|^2\,s\,\mathrm{sgn}(\xi)\left(1+\frac{\varepsilon}{\xi^2}\right)\longrightarrow |A|^2\,s\,\mathrm{sgn}(\xi)
\qquad(|\xi|\to\infty).
\label{eq:flux}
\end{equation}
With $s=+1$ the current is positive on the right and negative on the left, so the wave travels away from the barrier on either side. With $s=-1$ it travels towards the barrier. The magnitude of the flux is $|A|^2$ in each case.

Two waves present on the same side do not disturb this count. Let $z=\varphi_+^*\varphi_-$. The cross terms in $\varphi^*\varphi'$ are
\begin{equation}
\left(-i\xi-\frac{1+2i\varepsilon}{2\xi}\right)z+\left(i\xi-\frac{1-2i\varepsilon}{2\xi}\right)z^*
=2\xi\,\mathrm{Im}z-\frac{\mathrm{Re}z}{\xi}+\frac{2\varepsilon\,\mathrm{Im}z}{\xi}.
\end{equation}
This is real when the amplitudes are one, and complex amplitudes merely change the value of $z$. The cross terms thus contribute nothing to $J$, and the net flux is the difference of the two separate fluxes.

For a particle sent in from the left, the left side carries an incident wave ($s=-1$) and a reflected wave ($s=+1$). The right side carries a transmitted wave ($s=+1$) and no wave with $s=-1$. Equation (\ref{eq:weber}) has two independent solutions, and the absence of an incoming wave on the right selects one combination of them, up to a factor. That solution can be written as an integral.

Remove the outgoing phase first by setting $\varphi=e^{i\xi^2/2}f$. Then
\begin{equation}
\varphi'=e^{i\xi^2/2}(f'+i\xi f),\qquad
\varphi''=e^{i\xi^2/2}(f''+2i\xi f'+if-\xi^2f).
\end{equation}
The terms in $\xi^2f$ cancel in (\ref{eq:weber}), which becomes
\begin{equation}
f''+2i\xi f'+(2\varepsilon+i)f=0 .
\label{eq:f}
\end{equation}
The variable $\xi$ now appears to the first power. A superposition of exponentials will therefore lead to an equation of first order for the weight. Write
\begin{equation}
f(\xi)=\int_C g(t)\,e^{it\xi}\,dt ,
\end{equation}
with a path $C$ to be chosen. Two derivatives bring down $-t^2$. In the middle term use $\xi e^{it\xi}=-i\,d(e^{it\xi})/dt$ and integrate by parts:
\begin{align}
2i\xi f'&=\int_C(-2t)\,g\,\xi e^{it\xi}\,dt
=\int_C 2i\,t g\,\frac{d}{dt}e^{it\xi}\,dt\nonumber\\
&=\Big[2i\,tg\,e^{it\xi}\Big]_C-\int_C2i\,(tg)'\,e^{it\xi}\,dt .
\label{eq:parts}
\end{align}
Here a prime on $tg$, and below on $g$, means $d/dt$. If the boundary term vanishes, (\ref{eq:f}) is satisfied when
\begin{equation}
-t^2g-2i(g+tg')+(2\varepsilon+i)g=0 .
\end{equation}
Collecting the terms in $g$ gives $2itg'=(-t^2+2\varepsilon-i)g$. Division by $2itg$ then yields
\begin{equation}
\frac{g'}{g}=\frac{it}{2}-\frac{i\varepsilon}{t}-\frac1{2t},
\qquad g=t^{-1/2-i\varepsilon}\,e^{it^2/4}.
\end{equation}

Take $C$ to be the ray $t=re^{i\pi/4}$ with $0\le r<\infty$. There $it^2/4=-r^2/4$, so the integral converges for every $\xi$. The boundary term in (\ref{eq:parts}) contains $tg$. Its modulus is proportional to $r^{1/2}$ near $r=0$, and at large $r$ the Gaussian outweighs $|e^{it\xi}|=e^{-r\xi/\sqrt2}$ for either sign of $\xi$. Both ends give zero, and
\begin{equation}
\varphi(\xi)=e^{i\xi^2/2}\int_C t^{-1/2-i\varepsilon}\,e^{it^2/4+it\xi}\,dt
\label{eq:sol}
\end{equation}
solves (\ref{eq:weber}). The power is defined with $\arg t=\pi/4$ on the ray and continued smoothly from there. Its branch cut can be placed in the left half of the $t$ plane, which the paths below do not enter.

For $\xi>0$ turn the path to the positive imaginary axis, $t=i\tau$. In the sector between, with $t=re^{i\theta}$, the modulus of the two exponentials is $\exp(-\frac14r^2\sin2\theta-r\xi\sin\theta)$. It decays at large $r$, so the rotation does not alter the integral. On the new path $t^{-1/2-i\varepsilon}dt=i^{1/2-i\varepsilon}\tau^{-1/2-i\varepsilon}d\tau$, with
\begin{equation}
i^{1/2-i\varepsilon}=e^{(i\pi/2)(1/2-i\varepsilon)}=e^{i\pi/4}e^{\pi\varepsilon/2}.
\end{equation}
The exponentials become $e^{-i\tau^2/4}e^{-\tau\xi}$. With $\tau=u/\xi$,
\begin{equation}
\varphi=e^{i\pi/4}e^{\pi\varepsilon/2}\,\xi^{-1/2+i\varepsilon}e^{i\xi^2/2}
\int_0^\infty u^{-1/2-i\varepsilon}e^{-u}e^{-iu^2/4\xi^2}\,du .
\end{equation}
Since $|e^{-iy}-1|\le y$ for $y\ge0$, replacing the last exponential by one costs an error of order $1/\xi^2$. What remains is the Gamma function $\Gamma(\frac12-i\varepsilon)$, so that
\begin{equation}
\varphi\to e^{i\pi/4}e^{\pi\varepsilon/2}\,\Gamma(\tfrac12-i\varepsilon)\,\xi^{-1/2+i\varepsilon}e^{i\xi^2/2}
\qquad(\xi\to+\infty).
\label{eq:right}
\end{equation}
This is the far wave (\ref{eq:far}) with $s=+1$. An incoming wave would also fall as $\xi^{-1/2}$, and no such term is present. The solution (\ref{eq:sol}) is therefore the required one.

For $\xi<0$ write $\xi=-\eta$ with $\eta>0$. The exponent in the integral can be completed to a square,
\begin{equation}
\frac{it^2}{4}-it\eta=\frac i4(t-2\eta)^2-i\eta^2 ,
\end{equation}
which shows a stationary point at $t=2\eta$. Replace $C$ by two pieces. The first runs down the imaginary axis from $0$ to $-2i\eta$. The second is the part of the line $t=2\eta+re^{i\pi/4}$ that starts at this point, where $r=-2\sqrt2\,\eta$, and goes to $r=\infty$. It ends parallel to the old ray, where the integrand is negligible, and the branch point is not crossed.

On the first piece $t=-i\tau$. The factor $e^{-it\eta}$ is $e^{-\tau\eta}$, and the power supplies
\begin{equation}
(-i)^{1/2-i\varepsilon}=e^{(-i\pi/2)(1/2-i\varepsilon)}=e^{-i\pi/4}e^{-\pi\varepsilon/2}.
\end{equation}
The substitution $\tau=u/\eta$ again produces the Gamma function. The upper limit $u=2\eta^2$ may be moved to infinity with an exponentially small error. On the second piece the exponent is $-i\eta^2-r^2/4$. The Gaussian confines $r$ to values of order one, where $t^{-1/2-i\varepsilon}$ may be replaced by $(2\eta)^{-1/2-i\varepsilon}$. The point of this line nearest the origin is at distance $\sqrt2\,\eta$, so the power is nowhere large enough to spoil the estimate. With $\int_{-\infty}^{\infty}e^{-r^2/4}dr=2\sqrt\pi$ and the prefactor $e^{i\eta^2/2}$ of (\ref{eq:sol}),
\begin{align}
\varphi\to{}&e^{-i\pi/4}e^{-\pi\varepsilon/2}\,\Gamma(\tfrac12-i\varepsilon)\,\eta^{-1/2+i\varepsilon}e^{i\eta^2/2}\nonumber\\
&+2\sqrt\pi\,e^{i\pi/4}(2\eta)^{-1/2-i\varepsilon}e^{-i\eta^2/2}
\qquad(\xi=-\eta\to-\infty).
\label{eq:left}
\end{align}
The first term is the reflected wave and the second the incident wave.

By (\ref{eq:flux}) the fluxes are squared amplitudes. The incident one is $4\pi/2=2\pi$, since $|2^{-i\varepsilon}|=1$. The transmitted fraction $T$ and the reflected fraction $R$ are
\begin{equation}
T=\frac{|\Gamma(\frac12-i\varepsilon)|^2e^{\pi\varepsilon}}{2\pi},\qquad
R=\frac{|\Gamma(\frac12-i\varepsilon)|^2e^{-\pi\varepsilon}}{2\pi},\qquad
\frac TR=e^{2\pi\varepsilon}.
\label{eq:TR}
\end{equation}
The net flux is the same on both sides, so $2\pi(1-R)=2\pi T$, or $T+R=1$. Inserting $R=Te^{-2\pi\varepsilon}$ gives
\begin{equation}
T=\frac1{1+e^{-2\pi\varepsilon}},\qquad R=\frac1{1+e^{2\pi\varepsilon}} .
\label{eq:main}
\end{equation}
No property of the Gamma function was needed. Its modulus follows instead: $|\Gamma(\frac12-i\varepsilon)|^2=2\pi Te^{-\pi\varepsilon}=\pi/\cosh\pi\varepsilon$.

The ratio $T/R$ has a simple origin. The transmitted and reflected waves both come from the neighbourhood of $t=0$, one approached along $\arg t=\pi/2$ and the other along $\arg t=-\pi/2$. The modulus of $t^{-i\varepsilon}$ is $e^{\varepsilon\arg t}$, so the amplitudes differ by the factor $e^{\pi\varepsilon}$ and the fluxes by its square. At the top $\varepsilon=0$, this factor is one, and the incident flux divides equally.

The wave equation for the unlimited parabolic barrier has been solved exactly, and the transmission depends only on $\varepsilon$, with one half transmitted at the top. It remains to express this result through the tunnelling integral, compare it with simple WKB, and see how far it applies to a film of finite thickness.

Numbers in the example were calculated in double precision.
